# Diode efficiency of a Josephson junction with two current harmonics

## Question

The supercurrent of a Josephson junction depends on the phase difference $\varphi$ between its superconductors as

$$I(\varphi)=I_1\sin\varphi+I_2\sin(2\varphi+d),\qquad I_1>0,\qquad r=\frac{I_2}{I_1},\quad |r|\ll 1 .$$

The critical currents in the two directions and the diode efficiency are defined by

$$I_{c+}=\max_\varphi I,\qquad I_{c-}=-\min_\varphi I,\qquad \eta=\frac{I_{c+}-I_{c-}}{I_{c+}+I_{c-}} .$$

Both critical currents are positive numbers. SI units are used.

**(a)** Explain, for a junction shunted by a resistance $R$ with negligible capacitance and noise, why $I_{c+}\neq I_{c-}$ makes it a diode.

**(b)** Find $\eta$ for a single shifted harmonic $A\sin(n\varphi+s)$, where $n$ is a positive integer. Does a current at $\varphi=0$ imply a diode effect?

**(c)** The two harmonics are given separate shifts, $I_1\sin(\varphi+a)+I_2\sin(2\varphi+b)$. On which combination of $a$ and $b$ can $\eta$ depend, and for which values of it does $\eta$ vanish by symmetry?

**(d)** Find $\eta$ to first order in $r$. Give a range of $r$ in which $I(\varphi)$ surely has one maximum and one minimum per period.

**(e)** Find the first correction to this result.

**(f)** For $d=90^\circ$ and any $r>0$, find $\eta$ without approximation, and its largest magnitude.

**(g)** Evaluate the results for $I_1=2\ \mu\mathrm{A}$, $I_2=0.2\ \mu\mathrm{A}$, $d=60^\circ$.

**(h)** Estimate how a third harmonic and thermal escape at $0.3$ K change the answer to (g). Comment on the relation to real junctions.

## Model answers

### (a) Why unequal critical currents rectify

The voltage is $V=(\hbar/2e)\,\dot\varphi$, and the bias current $I_b$ divides between the junction and the resistor:

$$I_b=I(\varphi)+\frac{\hbar}{2eR}\,\dot\varphi .$$

If $-I_{c-}\le I_b\le I_{c+}$, continuity gives a phase with $I(\varphi)=I_b$ in every period. These phases are fixed points. A solution of a first-order equation cannot cross a fixed point, so the phase stays bounded and the mean voltage is zero. If $I_b>I_{c+}$, then $\dot\varphi$ is positive at every phase and bounded away from zero. The phase runs and the mean voltage is positive. For $I_b<-I_{c-}$ it runs the other way.

Hence a bias whose magnitude lies between the two critical currents gives a voltage for one sign and none for the other.

### (b) A single harmonic

Put $\theta=n\varphi+s$. As $\varphi$ covers one period, $\theta$ covers $n$ periods, whatever the value of $s$. The current $A\sin\theta$ therefore takes all values from $-|A|$ to $|A|$, so

$$I_{c+}=I_{c-}=|A|,\qquad \eta=0 .$$

The shift moves the curve sideways and leaves its height and depth unchanged. A current at $\varphi=0$ does not imply a diode effect. For example, $I_1\sin(\varphi+60^\circ)$ with $I_1=2\ \mu$A carries $1.73\ \mu$A at zero phase, yet both its critical currents are $2\ \mu$A.

### (c) The phase that matters

The maximum and minimum do not depend on where the phase is counted from. With $\varphi=\varphi'-a$,

$$I_1\sin(\varphi+a)+I_2\sin(2\varphi+b)=I_1\sin\varphi'+I_2\sin(2\varphi'+b-2a).$$

Thus $\eta$ can depend on the shifts through $d=b-2a$ alone. Two nonzero shifts with $b=2a$ merely translate an unshifted curve.

If $\sin d=0$, then $\sin(2\varphi'+d)=\pm\sin2\varphi'$ and the current is odd in $\varphi'$. Each value $I$ is then accompanied by $-I$, so $I_{c+}=I_{c-}$ and $\eta=0$ for any $r$.

This also shows which symmetries must be broken. Time reversal changes the signs of both phase and current, so a junction that respects it has $I(-\varphi)=-I(\varphi)$. Exchanging the two superconductors also changes both signs, so a junction unchanged by that exchange obeys the same relation. In the form given in the question, the relation requires $I_2\sin d=0$. A diode effect therefore needs both symmetries to be broken.

### (d) First order in the second harmonic

Measure the phase from the maximum of the first harmonic, $\varphi=\pi/2+x$. Since $\sin(\pi+2x+d)=-\sin(2x+d)$,

$$f(x)\equiv\frac{I}{I_1}=\cos x-r\sin(2x+d),$$

$$f'=-\sin x-2r\cos(2x+d),\qquad f''=-\cos x+4r\sin(2x+d).$$

**Number of extrema.** At a stationary point $|\sin x|=2|r||\cos(2x+d)|\le 2|r|$. All stationary points therefore lie in two intervals, one around $x=0$ and one around $x=\pi$, in which $|\sin x|\le2|r|$ and $|\cos x|\ge\sqrt{1-4r^2}$. If

$$\sqrt{1-4r^2}>4|r|\quad\Longleftrightarrow\quad |r|<\frac{1}{\sqrt{20}}\approx0.224,$$

the cosine fixes the sign of $f''$ throughout each interval. Then $f'$ is strictly monotonic there and has at most one zero in each. A smooth periodic function that is not constant has at least one maximum and one minimum, so there is one of each: the maximum near $x=0$, where $f''<0$, and the minimum near $x=\pi$. This condition is sufficient; it is not claimed to be necessary for every $d$.

**Values.** The extrema are displaced from $0$ and $\pi$ by amounts of order $r$. The cosine is flat there and changes by order $r^2$. The second harmonic changes by its prefactor $r$ times the displacement, again order $r^2$. To first order one may therefore insert the undisplaced positions:

$$f(0)=1-r\sin d,\qquad f(\pi)=-1-r\sin d .$$

The minimum gives $I_{c-}=-I_1f(\pi)$, so

$$I_{c+}\simeq I_1-I_2\sin d,\qquad I_{c-}\simeq I_1+I_2\sin d .$$

The difference is $-2I_2\sin d$ and the sum is $2I_1$, hence

$$\boxed{\eta\simeq-\frac{I_2\sin d}{I_1},\qquad |\eta|\simeq\frac{|I_2\sin d|}{I_1}}$$

The second harmonic has the same value, $-I_2\sin d$, at $\varphi=+\pi/2$ and $\varphi=-\pi/2$, because these phases differ by one of its periods. It lowers the crest and deepens the trough by equal amounts when $I_2\sin d>0$, which makes the positive direction the weaker one.

### (e) The first correction

Write $s=\sin d$, $c=\cos d$, and let $M(r)$ be the maximum of $f$. Stationarity reads $\sin x=-2r\cos(2x+d)$. To lowest order $x=-2rc$. Inserting this on the right,

$$\cos(2x+d)=c-2xs+O(r^2)=c+4rcs+O(r^2),$$

and with $\sin x=x+O(r^3)$,

$$x=-2rc-8r^2cs+O(r^3).$$

When $r$ changes, the maximum changes through $r$ itself and through the displacement of $x$. The latter contributes $f'(x)\,dx/dr=0$, so

$$\frac{dM}{dr}=\frac{\partial f}{\partial r}=-\sin(2x+d)=-s-2cx+2sx^2+O(r^3).$$

The two $x$-dependent terms are $-2cx=4rc^2+16r^2c^2s$ and $2sx^2=8r^2c^2s$. Their sum gives

$$\frac{dM}{dr}=-s+4rc^2+24r^2c^2s+O(r^3).$$

Integration from $M(0)=1$ yields

$$\frac{I_{c+}}{I_1}=M(r)=1-rs+2r^2c^2+8r^3c^2s+O(r^4).$$

For the minimum put $x=\pi+y$. Then $-f=\cos y+r\sin(2y+d)$, which is the original function with $r$ replaced by $-r$. Therefore $I_{c-}/I_1=M(-r)$, and

$$\eta=\frac{M(r)-M(-r)}{M(r)+M(-r)}=\frac{-rs+8r^3c^2s+O(r^5)}{1+2r^2c^2+O(r^4)} .$$

This is odd in $r$, so there is no correction of order $r^2$. The numerator contributes a factor $1-8r^2c^2$ and the denominator a factor $1-2r^2c^2$:

$$\eta=-r\sin d\,\left[1-10\,r^2\cos^2d+O(r^4)\right].$$

The coefficient 10 is large enough to matter: at $r=0.1$ and small $d$ the cubic term approaches 10 % of the first-order value. Higher orders reduce the full correction there to about 9 %.

### (f) The case $d=90^\circ$

Here $\sin(2\varphi+90^\circ)=\cos2\varphi=1-2\sin^2\varphi$. With $u=\sin\varphi$, the task is to find the extrema of a parabola on $-1\le u\le1$:

$$\frac{I}{I_1}=u+r-2ru^2 .$$

It opens downwards, so its minimum is at an end of the interval. The end values are $1-r$ at $u=1$ and $-1-r$ at $u=-1$; the latter is lower. Thus $I_{c-}=I_1(1+r)$ for every $r>0$. The vertex is at $u=1/(4r)$.

*For $r\le1/4$* the vertex is not inside the interval, the maximum is $1-r$ at $u=1$, and $\eta=-r$ without correction. This agrees with (e), where the correction vanishes with $\cos d$.

*For $r>1/4$* the maximum is at the vertex, with value

$$\frac1{4r}+r-\frac{2r}{16r^2}=r+\frac1{8r}.$$

Multiplying numerator and denominator of $\eta$ by $8r$,

$$\eta=\frac{\frac1{8r}-1}{2r+1+\frac1{8r}}=\frac{1-8r}{(1+4r)^2},\qquad
\frac{d\eta}{dr}=-\frac{16(1-2r)}{(1+4r)^3}.$$

The efficiency falls until $r=1/2$ and rises afterwards, so its largest magnitude at this $d$ is $1/3$. At $r=1$ it has returned to $-28$ %, whereas the first-order law would give $-100$ %. As $r\to\infty$ it tends to zero, as it must by (b), because a single harmonic is again left. The effect needs both harmonics.

### (g) Numbers

The ratio is $r=0.2/2=0.1$, inside the range found in (d), and $I_2\sin d=0.2\times0.8660=0.1732\ \mu$A. To first order

$$I_{c+}=2-0.1732=1.827\ \mu\mathrm A,\qquad I_{c-}=2+0.1732=2.173\ \mu\mathrm A,$$

$$\eta=-\frac{0.1732}{2}=-8.66\ \%.$$

The correction factor is $1-10\times0.01\times0.25=0.975$, which gives $\eta=-8.44$ %. A direct numerical search for the extrema gives $I_{c+}=1.842\ \mu$A, $I_{c-}=2.181\ \mu$A and $\eta=-8.43$ %. The first-order magnitude is 2.8 % too large relative to the search value.

With $r=0.1$ held fixed, the magnitude varies with $d$ as follows.

| $d$ | $\lvert\eta\rvert$, first order | $\lvert\eta\rvert$, search |
|---|---|---|
| 0° | 0 | 0 |
| 30° | 5.00 % | 4.65 % |
| 60° | 8.66 % | 8.43 % |
| 90° | 10.00 % | 10.00 % |

The first-order law is least accurate, in relative terms, where $\cos^2d$ is large, as (e) predicts.

A bias of magnitude $2\ \mu$A lies between the two critical currents. Integrating the equation of (a) from $\varphi=0$ over 200 units of time $\hbar/(2eRI_1)$, one finds that the phase advances by 11.3 turns at $+2\ \mu$A. At $-2\ \mu$A it stands at $-0.18$ turn, close to a fixed point.

### (h) Neglected effects and real junctions

**Third harmonic.** Add $r_3\sin(3\varphi+d_3)$, in units of $I_1$, and call the sum of both small harmonics $p(\varphi)$. Near $\varphi=\pi/2$ the current is $1-x^2/2+p+p'x$ to the order needed. Its maximum is at $x=p'$ and has the value $1+p+p'^2/2$. The same argument at $-\pi/2$ gives

$$\frac{I_{c\pm}}{I_1}\simeq1\pm p(\pm\tfrac\pi2)+\tfrac12\left[p'(\pm\tfrac\pi2)\right]^2,$$

$$\pm p(\pm\tfrac\pi2)=\mp rs-r_3\cos d_3,\qquad p'(\pm\tfrac\pi2)=-2rc\pm3r_3\sin d_3 .$$

At first order the third harmonic changes both critical currents equally. Half their difference is $-rs-6rr_3c\sin d_3$, and half their sum is $1-r_3\cos d_3$ to first order. The leading change of the efficiency is therefore

$$\Delta\eta\simeq-r\,r_3\left(6\cos d\,\sin d_3+\sin d\,\cos d_3\right).$$

For the size of $r_3$, take a short channel of transmission $\tau$ at zero temperature. Its bound-state energy is $-\Delta\sqrt{1-\tau\sin^2(\varphi/2)}$, where $\Delta$ is the gap, and the current, proportional to the phase derivative, varies as $\sin\varphi/\sqrt{1-\tau\sin^2(\varphi/2)}$. A second-harmonic ratio of magnitude 0.1 requires $\tau=0.56$, and the third-harmonic ratio is then 0.015. This model supplies a size for $r_3$ but not the phases. For the least favourable $d_3$, the numerical search gives a change of $\eta$ by 0.52 percentage points, about 6 % of its value.

**Thermal escape.** Suppose now that the junction has a capacitance of 100 fF and weak damping, so that one escape from the static state produces a lasting voltage. Weak damping is an idealisation here: with $\omega_p$ the angular plasma frequency found below, the quality factor $\omega_pRC$ is only about 4 for $R=170\ \Omega$, the normal resistance of the channel model above with $\Delta=0.18$ meV, and about 1 for $R=50\ \Omega$. Let $\epsilon$ be the distance of the bias below a critical current and $k$ the magnitude of $d^2I/d\varphi^2$ there. The energy barrier is the area between current and bias:

$$\Delta U=\frac{\hbar}{2e}\int_{-\sqrt{2\epsilon/k}}^{\sqrt{2\epsilon/k}}\left(\epsilon-\frac{kx^2}{2}\right)dx=\frac{\hbar}{2e}\,\frac{4\sqrt2}{3}\,\frac{\epsilon^{3/2}}{\sqrt k}.$$

Switching is expected when $\Delta U=k_BT\ln N$, where $N$ is the number of attempts during the dwell time. At fixed $T$ and $N$ this means $\epsilon\propto k^{1/3}$. From $f''$ in (d), $k_\pm\simeq I_1(1\mp4rs)$, so $\epsilon_\pm\simeq I_1\delta(1\mp\frac43rs)$, with $\delta$ the common fractional lowering. Subtracting these from $I_1(1\mp rs)$,

$$\eta_{\rm sw}\simeq\frac{-rs\left(1-\frac43\delta\right)}{1-\delta}\simeq-rs\left(1-\frac{\delta}{3}\right).$$

The fractional lowering is nearly the same in both directions and therefore largely cancels in $\eta$.

The plasma frequency $\sqrt{2eI_1/\hbar C}/2\pi$ is 39 GHz. In a dwell of 1 ms this gives $\ln N=17.5$. The energy $\hbar I_1/2e=4.11$ meV is $159\,k_BT$ at $0.3$ K. Hence

$$\delta=\left(\frac{3}{4\sqrt2}\,\frac{17.5}{159}\right)^{2/3}\approx0.15 ,$$

and $|\eta|$ should fall by about 5 %. With the full barrier, the switching currents are $1.57$ and $1.85\ \mu$A and $\eta_{\rm sw}=-8.06$ %, a fall of 4.4 % relative to the value in (g).

The working window moves much more than the efficiency does. Under these conditions $2\ \mu$A exceeds both switching currents and would no longer rectify; the bias must lie well inside the interval between them, for example near $1.7\ \mu$A, because escape sets in gradually as a switching current is approached.

Tunnelling through a parabolic barrier top of frequency $\omega$ has exponent $2\pi E/\hbar\omega$ at energy $E$ below the top. It equals the thermal exponent $E/k_BT$ at $T=\hbar\omega/2\pi k_B$. At the two switching currents this is 0.19 and 0.24 K without damping. At 0.3 K the junction is therefore above the crossover and the thermal exponent governs escape, but not by a wide margin. Without damping, tunnelling near the barrier top raises the rate by a factor of about 4 in the positive and 9 in the negative direction. Including it gives $\eta_{\rm sw}\approx-7.7$ %, a fall of about 8 % in place of 4.4 %.

**Real junctions.** The numbers are round values in the rough regime of a planar aluminium–InAs junction: microampere currents and a temperature well below aluminium's transition near 1.2 K. Spin–orbit coupling together with an in-plane magnetic field can supply a nonzero $\sin d$. The value $60^\circ$ is a choice, not a property of the material, and $d$ and both amplitudes vary with field, gate voltage and temperature. The capacitance is also a rough assumption and depends on the layout. Real junctions break the two-harmonic assumption; on the estimate above, which gives all channels one transmission, the third harmonic alone moves the efficiency by up to about half a percentage point. A spread of transmissions gives more: tunnel channels mixed with channels of $\tau=0.9$ at the same second-harmonic ratio have $r_3=0.038$, which moves it by up to 1.4 points. A fourth harmonic $r_4\sin(4\varphi+d_4)$, in units of $I_1$, has the same value $r_4\sin d_4$ at $\varphi=\pm\pi/2$, so for $r\to0$ it changes $\eta$ by $r_4\sin d_4$ already at first order and can matter even when it is smaller than the third. At $r=0.1$ the displacement of the extrema alters the dependence on $d_4$ noticeably. The change is up to 0.23 point for the single channel ($r_4=0.0025$) and up to 1.5 points for the mixture with $\tau=0.9$ ($r_4=0.016$). The flux produced by the junction's own current, estimated as $\mu_0I_1\ell/2$ with magnetic length $\ell=1\ \mu$m, is about $6\times10^{-4}$ flux quanta, so the phase variation caused by this magnetic flux is small. The kinetic inductance of the superconducting films is not included; in thin aluminium films it can contribute more than the magnetic flux and should be checked for a given device. For this example an efficiency of about 8 %, uncertain by roughly one percentage point from the third harmonic and the escape process as estimated here, with no allowance for a fourth harmonic, is a reasonable statement if all channels have similar transmission; a spread of transmissions widens the uncertainty to several points. Further digits describe the model. The remaining values are in the numerical output.

## Numbers as computed

```
I1 = 2.000 uA, I2 = 0.200 uA, d = 60.0 deg
ratio r = I2/I1 = 0.1000
Ic+ by direct search = 1.84164 uA
Ic- by direct search = 2.18058 uA
Ic+ to first order = 1.82679 uA
Ic- to first order = 2.17321 uA
eta by direct search = -8.4269 %
eta to first order = -8.6603 %
eta with cubic correction = -8.4437 %
first-order error relative to search = 2.769 %
largest |eta| of shifted single harmonics = 0.0e+00
I(0) of I1 sin(phi + 60 deg) = 1.7321 uA
d =   0 deg: |eta| search 0.0000 %, first order 0.0000 %
d =  30 deg: |eta| search 4.6535 %, first order 5.0000 %
d =  60 deg: |eta| search 8.4269 %, first order 8.6603 %
d =  90 deg: |eta| search 10.0000 %, first order 10.0000 %
d = 120 deg: |eta| search 8.4269 %, first order 8.6603 %
d = 180 deg: |eta| search 0.0000 %, first order 0.0000 %
d = 270 deg: |eta| search 10.0000 %, first order 10.0000 %
d = 90 deg, r = 0.25: eta = -25.0000 %
d = 90 deg, r = 0.50: eta = -33.3333 %
d = 90 deg, r = 1.00: eta = -28.0000 %
phase turns in 200 time units at +I1 = 11.252
phase turns in 200 time units at -I1 = -0.180
channel transmission for |I2/I1| = r: 0.5575
third-harmonic ratio |I3/I1| = 0.01504
largest change of eta from it = 0.517 % points
T = 0.30 K, C = 100 fF, dwell = 1.0 ms
Josephson energy hbar I1/2e = 4.1082 meV
Josephson energy / kT = 158.91
plasma frequency = 39.23 GHz
log of attempts = 17.485
switching current + = 1.5732 uA
switching current - = 1.8490 uA
lowering + = 14.57 %, - = 15.20 %
eta from switching currents = -8.0585 %
relative change of |eta| = -4.37 %
quantum crossover + = 0.187 K, - = 0.236 K
magnetic length = 1.0 um
self-field flux / flux quantum = 6.1e-04
```
